# The Pi-Flux Square Lattice and Lieb's Theorem at Half Filling

## Problem

Spinless electrons hop between nearest neighbours of a square lattice with spacing $a=1$. The one-particle Hamiltonian has the elements

$$h_{ij}=-t\,e^{i\theta_{ij}},\qquad \theta_{ji}=-\theta_{ij},\qquad t>0,$$

and no others. The flux $\phi$ through a plaquette is the phase of the product $h_{12}h_{23}h_{34}h_{41}$ around it; the four factors $-t$ contribute the positive number $t^4$. Energies $e$ are per site and for one spin direction.

1. Put flux $\pi$ through every plaquette and find the bands.
2. Find the density of states near $E=0$.
3. Find the half-filled energy for flux $\pi$ and for flux $0$.
4. Show that, at half filling and fixed $t$, no pattern of fluxes has a lower energy than flux $\pi$ everywhere. Take a torus with even sides of at least 4, and find what must hold for loops that wind around it.
5. Compare the statement with numerical diagonalization.

## Hints

**For 1.** The phases can be chosen as signs that depend on $x$ alone. The cell then holds two sites. Square the $2\times2$ Bloch matrix.

**For 2.** Find where both terms of the Bloch matrix vanish, and count states in small discs.

**For 3.** Changing the sign of the wave function on one sublattice reverses $h$. The half-filled energy is therefore fixed by the average of $|E|$.

**For 4.** Cut the torus by a mirror that passes through bonds. Compare the original lattice with the two lattices built from one half and its reflection. Write $\mathrm{Tr}|h|$ as an integral over determinants and look for a Cauchy–Schwarz inequality.

## Solution

### 1. Bands

Let every $x$ bond be $-t$, and let the $y$ bonds in column $x$ be $-t(-1)^x$. A plaquette has one $y$ bond in column $x$ and one in column $x+1$, so its product is

$$(-t)^4(-1)^x(-1)^{x+1}=-t^4 .$$

The flux is $\pi$. The pattern repeats after two columns. Write $\psi(x,y)=e^{i(k_xx+k_yy)}$ times $u$ for even $x$ and $v$ for odd $x$. The Schrödinger equation on the two kinds of column reads

$$Eu=-2t\cos k_y\,u-2t\cos k_x\,v,$$
$$Ev=-2t\cos k_x\,u+2t\cos k_y\,v .$$

With Pauli matrices $\tau$ acting on $(u,v)$, this is

$$H(\mathbf k)=-2t(\cos k_y\,\tau_z+\cos k_x\,\tau_x).$$

Since $\tau_z\tau_x+\tau_x\tau_z=0$ and $\tau_z^2=\tau_x^2=1$, the cross terms cancel in the square:

$$H^2=4t^2(\cos^2k_x+\cos^2k_y)\,\mathbb 1 .$$

The trace of $H$ is zero, so its two eigenvalues are opposite:

$$\boxed{E=\pm2t\sqrt{\cos^2k_x+\cos^2k_y}}$$

Replacing $k_x$ by $k_x+\pi$ and $v$ by $-v$ gives the same wave function. Each state is therefore counted once if $0\le k_x<\pi$ and $-\pi\le k_y<\pi$. The band edges are $\pm2\sqrt2\,t$, against $\pm4t$ without flux.

On a finite torus, let $\lambda_x$ be the product of the phase factors $e^{i\theta}$ along a loop in the $x$ direction. If $\lambda_x=1$, then $k_x=2\pi m/L_x$; if $\lambda_x=-1$, then $k_x=(2m+1)\pi/L_x$. The same rule holds for $y$. Direct diagonalization of $8\times6$ and $6\times10$ tori agrees with the band formula to within $10^{-14}t$ for every level.

### 2. Density of states near zero energy

Both cosines vanish at $(\pi/2,\pm\pi/2)$. With $\mathbf q$ measured from either point,

$$|E|=2t\sqrt{\sin^2q_x+\sin^2q_y}\simeq2t|\mathbf q| .$$

These are two Dirac cones with velocity $2ta/\hbar$. The reduced zone has area $2\pi^2$ and holds one wave vector per two sites, which is $1/(4\pi^2)$ wave vectors per site and unit area. The states with $0<E<\varepsilon$ fill two discs of radius $\varepsilon/2t$. Their number per site is

$$\frac{2}{4\pi^2}\,\pi\frac{\varepsilon^2}{4t^2}=\frac{\varepsilon^2}{8\pi t^2},
\qquad\text{so}\qquad D(E)=\frac{|E|}{4\pi t^2}.$$

Counting both signs of $E$, the share of levels with $|E|<0.3t$ should be $0.09/(4\pi)=0.00716$. A count on a $400\times400$ grid of wave vectors gives $0.00725$, about 1.2% more. The next term of the sine raises the share by the fraction $\varepsilon^2/(16t^2)$, or 0.6%. The origin of the rest was not examined.

### 3. Half-filled energies

The lattice is bipartite. Let $\Gamma$ be $+1$ on one sublattice and $-1$ on the other. Every bond joins the two, so $\Gamma h\Gamma=-h$ and the levels come in pairs $\pm E$. Filling the lower half of $N$ levels gives

$$e=-\frac{1}{2N}\mathrm{Tr}|h|=-\tfrac12\langle|E|\rangle ,$$

where the brackets average over all levels.

**Flux $\pi$.** Here $e_\pi=-t\langle\sqrt{\cos^2k_x+\cos^2k_y}\rangle$. Put $s=1+\cos^2k_x$. Then

$$\cos^2k_x+\cos^2k_y=s-\sin^2k_y=s\left(1-\tfrac1s\sin^2k_y\right).$$

The average over $k_y$ is a complete elliptic integral, $\mathcal E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\alpha}\,d\alpha$, and

$$e_\pi=-\frac{4t}{\pi^2}\int_0^{\pi/2}\!dk\,\sqrt{1+\cos^2k}\;\mathcal E\!\left(\frac1{1+\cos^2k}\right)=-0.9581\,t .$$

**Flux 0.** The band is

$$E=-2t(\cos k_x+\cos k_y)=-4t\cos p\,\cos q,$$

with $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. As $p$ and $q$ each run over $2\pi$, the Brillouin zone is covered uniformly, twice. The two averages therefore separate. Each $\langle|\cos|\rangle$ is $2/\pi$, so

$$e_0=-\tfrac12\cdot4t\left(\frac2\pi\right)^2=-\frac{8t}{\pi^2}=-0.8106\,t .$$

Flux $\pi$ gains $0.1475\,t$ per site, which is 18% of $|e_0|$.

**Why the gain has this sign.** The quantity $\langle E^n\rangle=\mathrm{Tr}\,h^n/N$ sums the closed walks of $n$ steps. Two steps out and back give $\langle E^2\rangle=4t^2$ for every flux. Of the four-step walks, $4\cdot4=16$ return to the start after two steps, and $4\cdot3=12$ go two steps away and retrace their path. These 28 enclose no flux. Another 8 go around one of four plaquettes in one of two senses. On a torus with a side of 4, further four-step walks wind around it; they are absent when both sides exceed 4. For uniform flux on such a lattice, or on the infinite one,

$$\langle E^4\rangle=(28+8\cos\phi)\,t^4 .$$

Flux $\pi$ makes this smallest: the levels have the same mean square but less weight far out. Hölder's inequality turns this into a bound on $\langle|E|\rangle$:

$$\langle E^2\rangle=\langle|E|^{2/3}|E|^{4/3}\rangle\le\langle|E|\rangle^{2/3}\langle E^4\rangle^{1/3},
\qquad
\langle|E|\rangle\ge\frac{\langle E^2\rangle^{3/2}}{\langle E^4\rangle^{1/2}} .$$

For flux $\pi$ the right side is $8t/\sqrt{20}$, so $e_\pi\le-0.894\,t$. This already lies below $e_0$.

There is also a floor. Since $\langle|E|\rangle\le\langle E^2\rangle^{1/2}=2t$, no flux pattern on a torus reaches below $e=-t$. The $4\times4$ torus with flux $\pi$ and loop products $-1$ attains it: its wave vectors have $\cos^2k_x=\cos^2k_y=1/2$, and all its levels are $\pm2t$.

### 4. Proof that flux $\pi$ is lowest

**The mirror.** Cut an $L_x\times L_y$ torus into two equal halves by a mirror through $x$ bonds. It crosses the torus at two opposite places. Each cut bond joins a site $i$ to its own image $i'$, and because $L_x\ge4$ no site has two cut bonds. Phase changes on the right-hand sites can therefore make every cut bond positive, without changing fluxes or levels. List the right-hand sites in mirror order. Then

$$h_{AB}=\begin{pmatrix}A&C\\C&-B\end{pmatrix},$$

where $C$ is diagonal, with entries $t$ at cut bonds and $0$ elsewhere. The minus sign merely defines $B$. The claim is

$$\mathrm{Tr}|h_{AB}|\le\tfrac12\left(\mathrm{Tr}|h_{AA}|+\mathrm{Tr}|h_{BB}|\right).\tag{1}$$

**Determinants.** For real $\varepsilon$, integration by parts gives

$$\int_0^\infty\!\ln\!\left(1+\frac{\varepsilon^2}{w^2}\right)dw=\int_0^\infty\!\frac{2\varepsilon^2}{w^2+\varepsilon^2}\,dw=\pi|\varepsilon| ,$$

since the boundary term $w\ln(1+\varepsilon^2/w^2)$ vanishes at both ends. Summing over levels,

$$\mathrm{Tr}|h|=\frac1\pi\int_0^\infty\!dw\,\ln\frac{|\det(h-iw)|^2}{w^{2N}} .\tag{2}$$

It is enough to compare determinants at each $w>0$. Eliminating the left half (Schur complement),

$$\det(h_{AB}-iw)=\det(A-iw)\,\det\!\left[-(B+iw)-C(A-iw)^{-1}C\right].$$

Take $-(B+iw)$ out of the second determinant. Then split $C=\sqrt C\sqrt C$, which is possible because $C\ge0$, and use $\det(1+PQ)=\det(1+QP)$. Up to a sign,

$$\det(h_{AB}-iw)=\pm\det(A-iw)\det(B+iw)\det(1+Y^\dagger X),$$
$$X=\sqrt C(A-iw)^{-1}\sqrt C,\qquad Y=\sqrt C(B-iw)^{-1}\sqrt C .$$

**Cauchy–Schwarz.** Stack the unit matrix on $X$ to form a tall matrix $\hat X$, and form $\hat Y$ likewise. Then $1+Y^\dagger X=\hat Y^\dagger\hat X$. With $n=N/2$ columns, the Cauchy–Binet formula gives

$$\det(\hat Y^\dagger\hat X)=\sum_S(\det\hat Y_S)^*\det\hat X_S ,$$

where $S$ runs over all choices of $n$ rows. This is a scalar product of two vectors of minors, so

$$|\det(1+Y^\dagger X)|^2\le\det(1+X^\dagger X)\,\det(1+Y^\dagger Y).$$

For Hermitian $A$, $|\det(A+iw)|=|\det(A-iw)|$. Setting $B=A$ in the factorization therefore gives

$$|\det(h_{AA}-iw)|=|\det(A-iw)|^2\det(1+X^\dagger X),$$

and similarly for $B$. Combining these results,

$$|\det(h_{AB}-iw)|^2\le|\det(h_{AA}-iw)|\,|\det(h_{BB}-iw)| .\tag{3}$$

The logarithm of (3), inserted in (2), proves (1). With $E_{AB}=-\frac12\mathrm{Tr}|h_{AB}|$ for the total half-filled energy,

$$E_{AB}\ge\tfrac12(E_{AA}+E_{BB}).\tag{4}$$

**Fluxes after reflection.** In $h_{AA}$, a plaquette cut by the mirror has corners $i,j,j',i'$ and the product

$$A_{ij}\,C_j\,(-A_{ji})\,C_i=-|A_{ij}|^2C_iC_j<0 .$$

It carries flux $\pi$. An uncut plaquette and its image carry opposite fluxes, so a flux $\pi$ is copied as $\pi$. A loop in the $x$ direction has $L_x/2-1$ bonds in the left half, with product $P$. It returns through their images, with product $(-1)^{L_x/2-1}P^*$. Its total sign is therefore

$$\lambda_x=(-1)^{L_x/2-1}.\tag{5}$$

**All columns.** The energy is a continuous function of finitely many phases, so a minimum exists. If $h_{AB}$ is a minimizer, (4) forces $h_{AA}$ and $h_{BB}$ to be minimizers too. Call a column of plaquettes good if all its fluxes are $\pi$, and choose a minimizer with the largest number $n_g$ of good columns. Suppose one column is not good, and put the mirror through it. Let $n_A$ and $n_B$ good columns lie uncut in the two halves. At most one cut column was good, so $n_g\le n_A+n_B+1$. The reflected minimizers have $2n_A+2$ and $2n_B+2$ good columns, on average $n_A+n_B+2>n_g$. One of them exceeds the supposed largest number, a contradiction. Hence some minimizer has flux $\pi$ everywhere.

One more reflection in $x$ enforces (5). A reflection in $y$ then enforces $\lambda_y=(-1)^{L_y/2-1}$; it keeps the plaquette fluxes, and it keeps $\lambda_x$ because $L_x$ is even. Plaquette fluxes and the two loop products fix all phases up to gauge, so this configuration has the minimum energy. $\blacksquare$

On a cylinder of even circumference of at least 4 the $x$ reflections suffice, and the open width is arbitrary. The argument does not show that the minimizer is unique. In the infinite lattice the loop products merely shift the grid of wave vectors, so they drop out of $e_\pi$.

### 5. Numerical evidence

**Uniform flux.** Energies on a $96\times96$ grid of Bloch phases are:

| $\phi/2\pi$ | $e/t$ |
|---|---|
| 0 | −0.8104 |
| 1/4 | −0.8589 |
| 1/3 | −0.8570 |
| 2/5 | −0.8924 |
| 3/7 | −0.9135 |
| 1/2 | −0.9581 |

The value at flux 0 differs from $-8t/\pi^2$ by $0.00015\,t$ because of the grid. Flux $\pi$ is lowest, but the descent is not monotonic: the energy rises by $0.0019\,t$ between 1/4 and 1/3, although $\langle E^4\rangle$ falls from $28t^4$ to $24t^4$. The fourth moment suggests the trend but does not fix the energy.

**All sign patterns.** A cylinder 6 sites around and 3 wide has 30 bonds. Gauge changes fix 17 signs, leaving $2^{13}=8192$ patterns of fluxes $0$ and $\pi$. The lowest energy, $-0.8793\,t$, belongs to one pattern: flux $\pi$ everywhere with loop product $+1$, as (5) requires for $L_x=6$. The next energy is $-0.8559\,t$.

**Arbitrary phases.** On a $6\times4$ torus all 48 bond phases were varied freely from 16 random starts, with mean initial energy $-0.868\,t$. All 16 minimizations ended within $10^{-5}t$ per site of $-0.985599\,t$, the value for flux $\pi$ with $\lambda_x=+1$ and $\lambda_y=-1$. None went lower.

**Loop products.** On a $12\times12$ torus with flux $\pi$, rule (5) asks for $-1$ in both directions. This gives $-0.9591\,t$, while $+1$ in both gives $-0.9547\,t$. In the second case the allowed wave vectors include the Dirac points, whose levels contribute no energy. With the right loops, the deviation from $e_\pi$ shrinks by a factor $8.4$ from $L=12$ to $L=24$. A factor near 8 is expected: the sum over wave vectors errs by the Fourier components of $|E|$ at distances that are multiples of $L$, and by scaling the cone $|\mathbf q|$ in two dimensions gives components falling as $L^{-3}$.

**Could a magnetic field supply the flux?** Take round atomic-scale parameters, $a=0.40$ nm and $t=0.30$ eV. Half a flux quantum $h/e$ per cell needs

$$B=\frac{h}{2ea^2}=1.29\times10^4\ \text{T},$$

far beyond laboratory magnets. The model would fail there in any case. For two spins the gain over zero flux is $2\times0.1475\times0.30=0.089$ eV per site, but the Zeeman energy is $\pm0.75$ eV per electron for $g=2$. One electron per site, all with the favoured spin, fills every level of that spin, in both bands. The hopping energy then sums to zero, and the total is $-0.75$ eV per site. The unpolarized half-filled state has $-2\times0.958\times0.30=-0.57$ eV. The unpolarized state is therefore not the ground state, and half filling of each spin would be lost. The magnetic length, $0.23$ nm, is also shorter than the spacing, so undistorted orbitals cannot be assumed. The theorem compares electron hopping energies alone; it leaves out the Zeeman term and the energy of the field. It suits lattices whose hopping phases are engineered. In a mean-field description, where the hopping arises from the electrons' own interactions, the sizes of the bonds vary as well, and the theorem compares only states with all sizes equal to $t$. Isolated dimers, with one bond of size $2t$ per pair of sites, have the same mean square bond size and reach $e=-t$, below $e_\pi$.

## Variation 1: nonzero temperature

*Does flux $\pi$ still win at temperature $T$ and chemical potential zero?*

The pairing $\pm E$ keeps the lattice half filled, because the Fermi occupations of $E$ and $-E$ add to one. Since $\mathrm{Tr}\,h=0$, the grand potential is

$$\Omega=-k_BT\sum_\varepsilon\ln\left(1+e^{-\varepsilon/k_BT}\right)=-k_BT\sum_\varepsilon\ln\left(2\cosh\frac{\varepsilon}{2k_BT}\right).$$

The product formula for the hyperbolic cosine gives

$$\cosh\frac{\varepsilon}{2k_BT}=\prod_{n=0}^\infty\left(1+\frac{\varepsilon^2}{w_n^2}\right),\qquad w_n=(2n+1)\pi k_BT .$$

Thus $\Omega$ contains the determinants of (2) at discrete $w_n$ instead of an integral. Inequality (3) holds at each of them, so (4) holds with $\Omega$ in place of $E$, and the rest of the proof is unchanged. Flux $\pi$ minimizes $\Omega$ at every temperature. As $T\to\infty$ the advantage disappears, since $k_BT\ln\cosh(\varepsilon/2k_BT)\simeq\varepsilon^2/(8k_BT)$ tends to zero for every level, which leaves only the flux-independent term $-Nk_BT\ln2$.

## Variation 2: quarter filling

*Fill the lowest quarter of the levels. Is flux $\pi$ still best?*

No. On the same grid as before, the energies per site are $-0.656\,t$ for flux $0$, $-0.682\,t$ for flux $\pi/2$ and $-0.590\,t$ for flux $\pi$. Flux $\pi$ is the worst of the three. The moment argument of part 3 does not carry over: at half filling the energy is fixed by $\langle|E|\rangle$ over all levels, but at quarter filling it also depends on how the negative levels are spread among themselves.

The proof shows where it fails. A filling other than one half needs a chemical potential $\mu\ne0$, which adds $-\mu$ to every diagonal element of $h$. The reflected block $-A$ then has $+\mu$ on its diagonal. The mirrored system is no longer the original lattice with new fluxes, and (4) compares the wrong objects.

The numerical output below lists the values to more digits.

## Computed values

```
torus 8x6: largest level error of band formula = 4.4e-15 t
torus 6x10: largest level error of band formula = 6.4e-15 t
infinite lattice, flux pi: e = -0.958091 t
infinite lattice, flux 0:  e = -0.810569 t
gain of flux pi over flux 0 = 0.147522 t
torus 12x12, flux pi, best loops: e = -0.959132 t
torus 24x24, flux pi, best loops: e = -0.958215 t
ratio of finite-size errors, L=12 to L=24 = 8.41
torus 12x12, flux pi, both loop products +1: e = -0.954704 t
flux 0/1 of 2pi: half-filled e = -0.81042 t, <E^4> = 36.000 t^4
flux 1/8 of 2pi: half-filled e = -0.82586 t, <E^4> = 33.657 t^4
flux 1/6 of 2pi: half-filled e = -0.83533 t, <E^4> = 32.000 t^4
flux 1/4 of 2pi: half-filled e = -0.85890 t, <E^4> = 28.000 t^4
flux 1/3 of 2pi: half-filled e = -0.85696 t, <E^4> = 24.000 t^4
flux 3/8 of 2pi: half-filled e = -0.87976 t, <E^4> = 22.343 t^4
flux 2/5 of 2pi: half-filled e = -0.89235 t, <E^4> = 21.528 t^4
flux 3/7 of 2pi: half-filled e = -0.91348 t, <E^4> = 20.792 t^4
flux 1/2 of 2pi: half-filled e = -0.95809 t, <E^4> = 20.000 t^4
quarter filling, flux 0/1 of 2pi: e = -0.65642 t
quarter filling, flux 1/4 of 2pi: e = -0.68232 t
quarter filling, flux 1/2 of 2pi: e = -0.58956 t
moment bound for flux pi: e is at most -0.89443 t
share of levels with |E| < 0.3 t: counted 0.00725, cone formula 0.00716
Tr|h| of a random 5x5 matrix: levels 7.899944, determinant integral 7.899944
mirror step, 40 random flux patterns: smallest energy drop = 0.02734 t
cylinder 6x3: 8192 sign patterns, lowest e = -0.879288 t
cylinder 6x3: e of flux pi = -0.879288 t, patterns at the minimum = 1
cylinder 6x3: next higher e = -0.855932 t
torus 6x4, flux pi, best loops: e = -0.985599 t
torus 6x4, 16 random starts: mean initial e = -0.868269 t
torus 6x4, after minimization: lowest e = -0.985599 t, highest e = -0.985599 t
torus 6x4, runs ending within 1e-5 t per site of flux pi = 16
scale example: a = 0.40 nm, t = 0.30 eV
field for flux pi = 1.292e+04 T
energy gain per site, both spins = 0.0885 eV
Zeeman shift of one spin (g = 2) = 0.748 eV
magnetic length = 0.226 nm
```
